# Exponential drift of copper ions in a p-type Schottky diode

In the silicon diode considered here, one copper ion starts 10.37 µm from the depletion edge and another starts 5.37 µm from it. In the drift model each halves its distance in the same time, 2.04 ms. The first ion covers nearly twice the ground, so on average it must move nearly twice as fast. The reason lies in the field of a uniform layer of charge, which grows in proportion to the distance from the layer's edge.

Let the metal contact be at $x=0$ and the semiconductor at $x>0$, with uniform acceptor density $N$. The contact and the reverse bias remove holes from $0<x<W$ and leave behind negatively charged acceptors. The metal carries the compensating positive charge. The field $E$, counted positive towards larger $x$, therefore points from the metal into the semiconductor, and a positive ion is driven away from the contact.

In the depletion approximation there are no holes for $x<W$, and the material beyond $W$ is neutral and free of field. If the charge of the copper is also neglected, Poisson's equation in the layer is

$$\frac{dE}{dx}=-\frac{qN}{\varepsilon},\qquad E(W)=0,$$

where $q>0$ is the elementary charge and $\varepsilon$ the permittivity. Integration from $x$ to $W$ gives $0-E(x)=-qN(W-x)/\varepsilon$, or

$$E(x)=\frac{qN}{\varepsilon}(W-x).$$

The total potential drop $V$, built-in part plus reverse bias, is the integral of this field:

$$V=\int_0^W E\,dx=\frac{qNW^2}{2\varepsilon},\qquad W=\sqrt{\frac{2\varepsilon V}{qN}},\qquad E(0)=\frac{qNW}{\varepsilon}=\frac{2V}{W}.$$

The ion moves by thermally activated jumps between interstitial sites. It has no inertia on the scale of interest, and in a weak field its mean velocity is $\mu E$. The mobility $\mu$ follows from the diffusivity $D$. In equilibrium in a potential $\phi$, the ion density $n$ is proportional to $e^{-q\phi/kT}$, so that $dn/dx=nqE/kT$ because $E=-d\phi/dx$. The net flux must vanish:

$$0=\mu nE-D\frac{dn}{dx}=nE\left(\mu-\frac{qD}{kT}\right),\qquad \mu=\frac{qD}{kT}.$$

With diffusion neglected, the ion obeys

$$\frac{dx}{dt}=\mu E(x)=\frac{W-x}{\tau},\qquad \tau=\frac{\varepsilon}{q\mu N}.$$

For constant $V$ the edge $W$ is fixed. The gap $g=W-x$ then satisfies $dg/dt=-dx/dt=-g/\tau$. Separation of variables gives $\ln(g/g_0)=-t/\tau$ with $g_0=W-x_0$, and hence

$$\boxed{x(t)=W-(W-x_0)\,e^{-t/\tau}}$$

Every gap shrinks by the same factor in the same time, and the halving time is $\tau\ln2$ for any starting point. In this model the ion approaches the edge without reaching it in finite time, because its velocity falls in proportion to the gap, so that each further halving takes the same time.

Inserting the Einstein relation shows what sets the time constant:

$$\tau=\frac{\varepsilon kT}{q^2ND}=\frac{L^2}{D},\qquad L=\sqrt{\frac{\varepsilon kT}{q^2N}}.$$

Here $L$ is the Debye length, and $\tau$ is the time in which diffusion alone would carry an ion about that far. The voltage does not appear. At fixed doping and temperature a larger $V$ widens the layer and raises the field at a given depth, but it leaves the field gradient $qN/\varepsilon$ unchanged, and this gradient sets the rate.

The sign of the dopant charge matters. In an n-type diode with donor density $N$ the field is reversed, and a positive ion has $dx/dt=-(W-x)/\tau$. Its gap grows as $g=g_0e^{t/\tau}$ until it reaches the metal at $g=W$, after the finite time $\tau\ln[W/(W-x_0)]$. With the same $N$, $V$ and $\mu$ as in the example below, an ion starting at 1 µm would reach the contact in $2.94\ln(11.37/10.37)\approx0.27$ ms.

The example is interstitial copper in lightly doped p-type silicon, with $N=10^{14}$ cm$^{-3}$, $T=340$ K and $V=10$ V. A rough diffusivity law with prefactor $3\times10^{-4}$ cm²/s and migration energy 0.18 eV is used. Since $kT/q=29.3$ mV,

$$D=3\times10^{-4}\,e^{-0.18/0.0293}\approx6.44\times10^{-7}\ \text{cm}^2/\text{s},\qquad \mu=\frac{D}{kT/q}\approx2.20\times10^{-5}\ \text{cm}^2/\text{Vs}.$$

With relative permittivity 11.7 the Debye length is $L=0.435$ µm. The definitions of $W$ and $L$ give $W=L\sqrt{2qV/kT}$, so

$$W=0.4352\sqrt{\frac{20}{0.0293}}\approx11.37\ \text{µm},\qquad \tau=\frac{(0.4352\times10^{-4})^2}{6.442\times10^{-7}}\ \text{s}\approx2.94\ \text{ms}.$$

The field at the metal is $2V/W=0.0176$ MV/cm. After one time constant the ion from $x_0=1$ µm is at $11.37-10.37/e=7.56$ µm, and after two it is at 9.97 µm. The ion from 6 µm is at 9.396 and 10.645 µm at these two times. Their separation has shrunk from 5 µm to 0.68 µm, because a difference of two gaps decays by the same factor as each gap.

Diffusion limits the meaning of a single trajectory. Let $P(g,t)$ be the probability density of the gap. Drift gives $g$ the velocity $-g/\tau$, and adding diffusion yields

$$\frac{\partial P}{\partial t}=\frac1\tau\frac{\partial(gP)}{\partial g}+D\frac{\partial^2P}{\partial g^2}.$$

Multiply by $g$ and integrate by parts, for a packet so far from the boundaries that the end terms vanish. The drift term gives $-\langle g\rangle/\tau$ and the diffusion term gives zero. The mean gap thus still follows the exponential law. Multiplication by $g^2$ gives

$$\frac{d\langle g^2\rangle}{dt}=-\frac{2}{\tau}\langle g^2\rangle+2D.$$

Subtracting $d\langle g\rangle^2/dt=-2\langle g\rangle^2/\tau$ leaves an equation for the variance $s=\langle g^2\rangle-\langle g\rangle^2$, namely $ds/dt=-2s/\tau+2D$. For a sharp start, $s(0)=0$, the solution is

$$s(t)=D\tau\left(1-e^{-2t/\tau}\right)=L^2\left(1-e^{-2t/\tau}\right).$$

The spread rises towards $L$ while the mean gap falls. These moments were tested against a master equation for jumps on a fine grid in a linear field. From a start at $g_0=10L$, after $1.5\tau$, the grid gave a mean gap of $2.232L$ and a variance of $0.952L^2$, against $2.231L$ and $0.950L^2$ from the formulas.

The path loses its meaning when the gap is comparable with $L$, near $t=\tau\ln(g_0/L)$. For the ion from 1 µm this is $2.94\ln(10.37/0.435)\approx9.3$ ms, and for the one from 6 µm it is 7.4 ms. The moment equations assume that the linear field continues beyond $W$ with reversed sign, which would hold the ions near the edge. In the diode the field beyond the edge dies away instead, so ions that arrive there can diffuse on into the bulk.

The edge itself is not sharp. Let $u=q\phi/kT$ be the scaled potential measured from the neutral bulk. With the holes in equilibrium with the bulk, their density is $Ne^{-u}$ and the charge density is $-qN(1-e^{-u})$. Poisson's equation becomes

$$L^2\frac{d^2u}{dx^2}=1-e^{-u}.$$

Multiply by $du/dx$ and integrate from the bulk, where $u$ and $du/dx$ vanish:

$$\frac{L^2}{2}\left(\frac{du}{dx}\right)^2=u-1+e^{-u}.$$

Well inside the layer $e^{-u}$ is negligible, and $u$ falls with $x$, so $du/dx=-\sqrt{2(u-1)}/L$. Then

$$\frac{d}{dx}\sqrt{2(u-1)}=\frac{1}{\sqrt{2(u-1)}}\frac{du}{dx}=-\frac1L .$$

The field is again linear, with the old slope, but it extrapolates to zero at a slightly different depth $W^*$. At the metal $u=qV/kT$, which gives

$$W^*=L\sqrt{2\left(\frac{qV}{kT}-1\right)}=W\sqrt{1-\frac{kT}{qV}}\approx W-\frac{L^2}{W},$$

where the last step uses $kT/qV=2L^2/W^2$. The shift is $0.435^2/11.37\approx0.017$ µm. It makes the ions lag slightly at first: in the numerically integrated field with holes the ion from 1 µm is at 7.546 µm after $\tau$, and the simple law gives 7.556 µm. The expected lag, $0.0167(1-e^{-1})\approx0.011$ µm, agrees with this. At the sampled times when the gap exceeded $3L$, the two paths were tested to agree within $0.1L$.

At later times the behaviour changes in kind. Where $u\ll1$, expansion of the first integral gives $L^2(du/dx)^2\approx u^2$, so $du/dx=-u/L$ and the field has an exponential tail. The drift velocity there is $\mu(kT/q)u/L=Du/L=Lu/\tau$. If the ion is at $x_1$ with $u=u_1$ at time $t_1$, then $u=u_1e^{-(x-x_1)/L}$ and

$$e^{(x-x_1)/L}\,dx=\frac{Lu_1}{\tau}\,dt,\qquad x=x_1+L\ln\left[1+\frac{u_1(t-t_1)}{\tau}\right].$$

The approach to a fixed point is replaced by a logarithmic creep past it. After $5\tau$ the drift paths in the field with holes are at 11.48 and 11.59 µm, both beyond $W=11.37$ µm, whereas the simple law gives 11.30 and 11.34 µm. Diffusion is no longer small there, so these numbers show how the drift model fails and do not locate real ions.

The shrinking of all gaps also compresses the copper. Continuity, $\partial n/\partial t+\partial(nv)/\partial x=0$, gives along a moving ion

$$\frac{dn}{dt}=-n\frac{\partial v}{\partial x}.$$

For negligible copper charge $v=(W-x)/\tau$ and $\partial v/\partial x=-1/\tau$, so an initially uniform density $n_0$ grows as $n_0e^{t/\tau}$. In the drift model this growth eventually invalidates the neglect of the copper charge, however dilute the copper is at first. Diffusion keeps the compressed layer from becoming much thinner than $L$, which keeps the growth below a factor of order $W/L$, here 26. Ions also escape past the edge, and with holes and diffusion included the peak growth for these numbers is only about 8, reached near $3\tau$. Very dilute copper, including the example below, therefore never reaches that stage. With that charge included, still without holes in the layer, $\partial E/\partial x=-q(N-n)/\varepsilon$ and

$$\frac{dn}{dt}=\frac n\tau\left(1-\frac nN\right).$$

Since $1/[n(1-n/N)]=1/n+1/(N-n)$, integration gives

$$\frac{n}{N-n}=\frac{n_0}{N-n_0}\,e^{t/\tau}.$$

The density levels off at $N$, where the copper would cancel the acceptor charge and the field gradient would vanish. For $n_0=10^{12}$ cm$^{-3}$, or $n_0/N=0.01$, the ratio $n/N$ after $2\tau$ is 0.0695 with the copper charge and 0.0739 without it. After $5\tau$ the values are 0.60 and 1.48. The simple density reaches $N$ at $\tau\ln100\approx13.5$ ms. A calculation with 400 mobile charged sheets at fixed $V$ was tested against the saturating law at $2\tau$ and $5\tau$, with agreement to one part in $10^4$. At $5\tau$ the compressed layer is only about $11.37\times0.01/0.60\approx0.19$ µm thick, less than $L$. Diffusion and holes would then blur it, so the late value tests the drift equations and is no prediction of a real profile.

The small copper charge also makes the motion measurable. Integration by parts gives $V=\int_0^{W_c}E\,dx=-\int_0^{W_c}x\,(dE/dx)\,dx$, where $W_c$ is the edge in the presence of copper. Thus

$$V=\frac q\varepsilon\left[\frac{NW_c^2}{2}-\int_0^{W_c}xn\,dx\right].$$

To first order in $n_0/N$ the integral may be evaluated on the simple trajectories. The layer holds $n_0W$ ions per unit area, whose mean gap is initially $W/2$ and later $(W/2)e^{-t/\tau}$. The integral is therefore $n_0W^2(1-\tfrac12e^{-t/\tau})$. With $V=qNW^2/2\varepsilon$ this yields

$$W_c(t)\approx W\left[1+\frac{n_0}{N}\left(1-\frac12e^{-t/\tau}\right)\right].$$

A rapid small change of voltage leaves the copper in place and moves holes at the edge. It changes the charge per area by $q(N-n)\,dW_c$ and the voltage by $qW_c(N-n)\,dW_c/\varepsilon$, with $n$ taken at the edge. The capacitance per area is their ratio, $C=\varepsilon/W_c$. Relative to the value $C_\infty=\varepsilon/[W(1+n_0/N)]$ that the drift model approaches,

$$\frac{C(t)-C_\infty}{C_\infty}\approx\frac{n_0}{2N}e^{-t/\tau}.$$

Ions from all depths contribute to one exponential because they share one time constant. Here the initial excess is about 0.5% of $C_\infty$. This result describes only the early part of the signal, up to roughly one $\tau$, while most ions are well inside the layer; in the diode $C_\infty$ is never reached. An ion that has passed into the neutral material is screened by holes and no longer widens the layer. In the drift model the fraction of ions with a gap below $L$ is $(L/W)e^{t/\tau}$, or 10% after $\tau$ and 28% after $2\tau$. As such ions leave the layer, the capacitance turns and rises. With holes and diffusion included, the fall for these numbers is already about 17% short of the formula at $\tau$ and stops near $1.4\tau$, after a little more than half of the predicted drop. The capacitance regains its initial value near $3.4\tau$ and then keeps rising slowly, limited by diffusion into the bulk, so the later signal is not a single exponential in $t/\tau$. If all of them left, the width would return to $W$, and the capacitance would end above its initial value by a fraction of about $n_0/2N$. The copper charge also displaces the ions slightly: in the sheet calculation the largest departure from the simple positions at $2\tau$ was 0.083 µm, about a fifth of $L$.

Pairing with acceptors needs more care, because its rate is tied to the drift rate. A negative acceptor attracts the ion with energy $U=-kTR/r$, where $R=q^2/(4\pi\varepsilon kT)=4.20$ nm. Let ions be captured at a small radius $a$, and let their density far away be $n_\infty$. The steady inward current through every sphere is

$$I=4\pi r^2D\left(\frac{dn}{dr}+\frac{n}{kT}\frac{dU}{dr}\right)=4\pi r^2D\,e^{R/r}\frac{d}{dr}\left(n\,e^{-R/r}\right).$$

Dividing by $4\pi r^2De^{R/r}$ and integrating from $a$, where $n=0$, to infinity gives

$$n_\infty=\frac{I}{4\pi D}\int_a^\infty\frac{e^{-R/r}}{r^2}dr=\frac{I}{4\pi DR}\left(1-e^{-R/a}\right).$$

The last exponential is negligible, since $a$ is a few tenths of a nanometre. One acceptor captures at the rate $I=4\pi RDn_\infty$, so one ion among $N$ acceptors per unit volume is captured at the rate

$$4\pi RDN=\frac{q^2DN}{\varepsilon kT}=\frac1\tau.$$

Quadrature of the capture integral confirmed this equality for the example. A free ion is thus captured about once per drift time constant, whatever the doping or diffusivity. This estimate treats the acceptors as isolated. A locally uniform diode field does not change it when $a$ is much smaller than $R$. The constant density $n_\infty$ then still solves the steady equation outside the acceptor, apart from a thin shell at the capture radius. The acceptor's attraction draws in the current $4\pi RDn_\infty$, while the uniform field carries as many ions into a surrounding sphere as out of it. The effect of the field on the release of pairs is left out below.

Pairing can still be unimportant if the pairs break up quickly. Let $KN$ be the equilibrium ratio of paired to free ions. Four nearest interstitial sites per acceptor, about $5\times10^{22}$ sites per cm³ and a rough binding energy of 0.43 eV give

$$KN\approx\frac{4\times10^{14}}{5\times10^{22}}\,e^{0.43/0.0293}\approx0.019.$$

Detailed balance makes the release rate $1/(KN\tau)$. Let $G_f$ and $G_p$ be the contributions of free and paired ions to the mean gap. Free ions both drift and are captured, each at rate $1/\tau$, so

$$\tau\frac{dG_f}{dt}=-2G_f+\frac{G_p}{KN},\qquad \tau\frac{dG_p}{dt}=G_f-\frac{G_p}{KN}.$$

For solutions proportional to $e^{\lambda t/\tau}$ the determinant condition, multiplied by $KN$, is

$$KN\lambda^2+(1+2KN)\lambda+1=0.$$

For small $KN$ the slow root is $\lambda\approx-1+KN$, and the time constant becomes $\tau(1+KN)$ to first order. The numerical eigenvalue gives $1.019\tau$, a lengthening of 2%. This counts only the nearest sites. If the six next sites, 0.27 nm from the acceptor, were added with the Coulomb energy for the bulk permittivity, 0.45 eV, $KN$ would be about 0.08 and the lengthening about 9%. The same law gives 0.52 eV at the nearest sites, well above the 0.43 eV used, and applied to both shells it would make $KN$ about 0.5. The continuum law is not reliable at such distances, so these figures show only how sensitive $KN$ is to the assumed energies. At the same temperature but a hundred times the doping, $KN$ would be about 1.9, and neglect of pairing would fail.

Mobile interstitial copper in p-type silicon is the real case studied by transient ion drift, in which the capacitance is followed after a reverse bias is applied. The doping chosen here is light, and 340 K is somewhat above room temperature; both choices help to keep pairing weak. The diffusivity is a large uncertainty in the absolute time: an error of 0.01 eV in the migration energy alone changes $\tau$ by a factor $e^{0.01/0.0293}\approx1.4$, far more than pairing does. Real samples can also lose mobile copper to precipitates and surfaces, which this calculation leaves out and does not size.

Several other neglected effects are small for these numbers. Field-dependent hopping raises the velocity at the metal by less than one part in $10^5$. The attraction of an ion to its image in the metal, $q^2/(16\pi\varepsilon x^2)$, balances the force of the layer's field at 4.2 nm, so the net force on an ion closer than this points towards the contact. For a rough barrier of 0.60 eV the thermionic-emission estimate of the leakage is about 8 mA/cm², somewhat less once transport through the layer is allowed for, and its holes amount to about $10^{-4}$ of $N$ near the metal and several times more near the edge. The intrinsic carrier density is roughly 0.15 to 0.2% of $N$. The field at the metal is 6% of a rough breakdown field of 0.3 MV/cm (about 7% of the somewhat lower value expected at this light doping), and the characteristic tunnelling energy, 0.1 meV, is far below $kT$. The dielectric response time of the holes is about 160 ps for a mobility of 400 cm²/Vs, and charging through a substrate half a millimetre thick takes several nanoseconds, so after a sudden change of bias the layer forms long before the copper has moved appreciably. The numerical output lists the positions and these estimates.

## Computed results

```
Temperature: 340 K
Acceptor density: 1e+14 cm^-3
Total band bending: 10 V
Initial copper density: 1e+12 cm^-3
Relative permittivity (rough): 11.7
Diffusivity prefactor (rough): 0.0003 cm2/s
Migration energy (rough): 0.18 eV
Thermal voltage kT/q: 29.3 mV
Copper diffusivity D: 6.442e-07 cm2/s
Copper mobility mu: 2.199e-05 cm2/Vs
Debye length L: 0.4352 um
Depletion width W: 11.37 um
Field at metal E0: 0.01759 MV/cm
Time constant tau: 2.941 ms
Gap halving time: 2.038 ms
x0=1 um, t=0.000 ms (0 tau): law 1.000, with holes 1.000 um
x0=1 um, t=2.941 ms (1 tau): law 7.556, with holes 7.546 um
x0=1 um, t=5.882 ms (2 tau): law 9.968, with holes 9.954 um
x0=1 um, t=8.823 ms (3 tau): law 10.855, with holes 10.852 um
x0=1 um, t=14.704 ms (5 tau): law 11.302, with holes 11.480 um
  time until gap = L: 9.325 ms
x0=6 um, t=0.000 ms (0 tau): law 6.000, with holes 6.000 um
x0=6 um, t=2.941 ms (1 tau): law 9.396, with holes 9.385 um
x0=6 um, t=5.882 ms (2 tau): law 10.645, with holes 10.634 um
x0=6 um, t=8.823 ms (3 tau): law 11.104, with holes 11.142 um
x0=6 um, t=14.704 ms (5 tau): law 11.336, with holes 11.590 um
  time until gap = L: 7.39 ms
Shift of field zero by holes: 0.01667 um
Diffusion test, start gap 10 L, t=1.5 tau:
  mean gap/L: grid 2.2322, law 2.2313
  variance/L^2: grid 0.9521, law 0.9502
Copper n/N at 2 tau: with own charge 0.0695, without 0.0739
Copper n/N at 5 tau: with own charge 0.5999, without 1.4841
Largest copper-charge shift at 2 tau: 0.08314 um
Time tau ln(N/n0): 13.54 ms
Coulomb capture radius R: 4.201 nm
Capture rate times tau (quadrature): 1
Pair binding energy (rough): 0.43 eV
Pairing ratio K N: 0.01893
Slow time/tau with pairing: 1.019
Relative hopping excess at E0: 8.3e-06
Image-force balance depth: 4.183 nm
Hole barrier (rough): 0.6 eV
Barrier lowering: 14.71 meV
Leakage current density: 0.007807 A/cm2
Leakage hole density / N near metal: 9.745e-05
Intrinsic density / N (rough): 0.001543
Tunnelling energy E00: 0.0991 meV
Breakdown field (rough): 0.3 MV/cm
E0 / breakdown field: 0.05862
Hole dielectric response time: 161.6 ps
```
